\section*{Retarded Dipole–Quadrupole and Quadrupole–Quadrupole Energy Transfer}

\section{A case that can be seen through}

Put a static dipole $\mu$ at the origin, pointing along $z$. In Hartree atomic units with $4\pi\varepsilon_0=1$, its potential on the $z$ axis is $\phi(R)=\mu/R^2$. At distance $R$ on this axis place charges $q,-2q,q$ at $R+d,\,R,\,R-d$. This object has no charge and no dipole. For $d\ll R$ its energy is
\[
q[\phi(R+d)-2\phi(R)+\phi(R-d)]\simeq qd^2\phi''(R)=\frac{6\mu Q}{R^4},\qquad Q=qd^2 .
\]
Two dipoles on the same axis have energy $-2\mu\mu'/R^3$. The quadrupole result is the gradient of this law, $Q\mu\,\frac{d}{dR}(-2/R^3)=6\mu Q/R^4$. Near the source each gradient costs a factor of order $1/R$.

A radiated wave behaves differently. Far from its source it varies as $e^{ikR}/R$, and a gradient along its direction of travel multiplies it by $ik$ to leading order, with no further power of $1/R$. A coupling built from gradients can thus fall steeply nearby and as $1/R$ far away.

\section{Model and conventions}

A donor D and an acceptor A are neutral, fixed and non-overlapping, with $\mathbf R=\mathbf R_A-\mathbf R_D=R\,\mathbf n$. The donor loses the energy $\omega=ck$ that the acceptor gains. Set $x=kR$, and let $\partial_i$ act on $\mathbf R$. In the multipolar Hamiltonian, molecules that do not overlap interact through the transverse field alone:
\begin{equation}
H'=-\mu_iE_i-Q_{ij}\partial_jE_i,\qquad Q_{ij}=\tfrac12\sum q\,x_ix_j .
\end{equation}
Below, $\mu$ and $Q$ denote transition moments. The magnetic dipole enters at the same multipole order as $Q$ and is assumed to vanish, as it does for the S--D transitions used later.

In a box of volume $\Omega$, with real polarization vectors $\mathbf e$,
\[
E_i(\mathbf r)=i\sum_{\mathbf p,\mathbf e}s_p\,e_i\left(a\,e^{i\mathbf p\cdot\mathbf r}-a^\dagger e^{-i\mathbf p\cdot\mathbf r}\right),\qquad s_p^2=\frac{2\pi cp}{\Omega}.
\]
Absorbing a photon gives the matrix element $-is_p\,\mathbf e\cdot(\boldsymbol\mu+iQ\mathbf p)e^{i\mathbf p\cdot\mathbf r}$. Emitting one gives $+is_p\,\mathbf e\cdot(\boldsymbol\mu-iQ\mathbf p)e^{-i\mathbf p\cdot\mathbf r}$.

\section{One photon exchanged}

If the donor emits first, the intermediate state holds one photon and no excitation, and the energy denominator is $ck-cp$. If the acceptor emits first, both molecules are excited and a photon is present, so it is $ck-(2ck+cp)=-c(k+p)$. With $\mathbf a=\boldsymbol\mu^A+iQ^A\mathbf p$ and $\mathbf d=\boldsymbol\mu^D-iQ^D\mathbf p$, the first ordering contains $(\mathbf e\cdot\mathbf a)(\mathbf e\cdot\mathbf d)e^{i\mathbf p\cdot\mathbf R}$. The second contains the same expression with $\mathbf p\to-\mathbf p$, and relabelling the summation variable makes the two equal. The denominators then combine:
\[
\frac1{k-p}-\frac1{k+p}=\frac{2p}{k^2-p^2}.
\]
The polarization sum is $\sum e_ie_j=\delta_{ij}-p_ip_j/p^2$, and $\sum_{\mathbf p}\to\Omega\int d^3p/(2\pi)^3$. The prefactor is $2\pi p\cdot2p/(2\pi)^3=p^2/2\pi^2$, so
\begin{equation}
M=\frac1{2\pi^2}\int d^3p\,\frac{(p^2\delta_{ij}-p_ip_j)\,a_id_j}{k^2-p^2+i0}\,e^{i\mathbf p\cdot\mathbf R}.
\end{equation}
Each $i\mathbf p$ can be written as a gradient outside the integral. What remains is scalar. The angular integration gives
\[
\int\! d^3p\,\frac{e^{i\mathbf p\cdot\mathbf R}}{k^2-p^2+i0}
=\frac{2\pi}{iR}\int_{-\infty}^{\infty}\!\frac{p\,e^{ipR}\,dp}{k^2-p^2+i0}
=\frac{2\pi}{iR}\,2\pi i\left(-\frac{e^{ikR}}2\right)=-2\pi^2g,
\]
where $g=e^{ikR}/R$. The contour is closed in the upper half plane, where $i0$ has placed the pole $p=k$. Now $p^2\delta_{ij}-p_ip_j\to-\nabla^2\delta_{ij}+\partial_i\partial_j$, and $\nabla^2g=-k^2g$ for $R\ne0$. Therefore
\begin{equation}
M=(\mu^A_i+Q^A_{ik}\partial_k)(\mu^D_j-Q^D_{jl}\partial_l)V_{ij},\qquad
V_{ij}=-(k^2\delta_{ij}+\partial_i\partial_j)g .
\label{master}
\end{equation}
The signs differ because moving A increases $\mathbf R$ while moving D decreases it.

The trace of $Q$ plays no part: its contribution is proportional to $\partial_iV_{ij}=-\partial_j(k^2+\nabla^2)g=0$. From here on $Q$ is traceless.

\section{The gradients written out}

Let $f_m=(R^{-1}d/dR)^mg$. For any polynomial $P(x)$,
\[
\frac1R\frac{d}{dR}\frac{e^{ix}P}{R^m}=\frac{e^{ix}}{R^{m+2}}\left[(ix-m)P+xP'\right].
\]
Starting from $P=1$, $m=1$, this rule gives
\begin{align*}
f_1&=e^{ix}R^{-3}(-1+ix), & f_2&=e^{ix}R^{-5}(3-3ix-x^2),\\
f_3&=e^{ix}R^{-7}(-15+15ix+6x^2-ix^3),\\
f_4&=e^{ix}R^{-9}(105-105ix-45x^2+10ix^3+x^4).
\end{align*}
Since $\partial_if_m=R_if_{m+1}$, we have $\partial_i\partial_jg=\delta_{ij}f_1+R_iR_jf_2$, and
\begin{equation}
V_{ij}=\frac{e^{ix}}{R^3}\left[(1-ix)(\delta_{ij}-3n_in_j)-x^2(\delta_{ij}-n_in_j)\right].
\end{equation}

\subsection*{Dipole--quadrupole}
One more derivative gives
\[
\partial_i\partial_j\partial_kg=(\delta_{ij}R_k+\delta_{ik}R_j+\delta_{jk}R_i)f_2+R_iR_jR_kf_3 .
\]
Contract with $Q_{ik}\mu_j$. The $\delta_{ik}$ term vanishes because $Q$ is traceless, and the other two $\delta$ terms are equal. For a quadrupole on A,
\begin{align}
M_{Q\mu}&=-(k^2f_1+2f_2)R\;\boldsymbol\mu\cdot Q\mathbf n-f_3R^3(\boldsymbol\mu\cdot\mathbf n)(\mathbf n\cdot Q\mathbf n)\notag\\
&=\frac{e^{ix}}{R^4}\left[-P\,\boldsymbol\mu\cdot Q\mathbf n+B\,(\boldsymbol\mu\cdot\mathbf n)(\mathbf n\cdot Q\mathbf n)\right],\label{dq}\\
P&=6-6ix-3x^2+ix^3,\qquad B=15-15ix-6x^2+ix^3 .\notag
\end{align}
Here $P=x^2(-1+ix)+2(3-3ix-x^2)$. With the quadrupole on D the overall sign changes. The opening case follows at $x=0$: the traceless part of its quadrupole has $\mathbf n\cdot Q\mathbf n=\frac23qd^2$, and $(-6+15)\frac23=6$.

\subsection*{Quadrupole--quadrupole}
The fourth derivative contains three terms $\delta\delta f_2$, six terms $\delta RRf_3$ and one term $RRRRf_4$. Contraction with $Q^A_{ik}Q^D_{jl}$ removes those with $\delta_{ik}$ or $\delta_{jl}$, leaving two, four and one. The $k^2\delta_{ij}$ part of $V$ adds $k^2(f_1\,Q^A{:}Q^D+f_2R^2\,\mathbf n\cdot Q^AQ^D\mathbf n)$. The minus sign in $V$ cancels the minus sign at D, so
\begin{align}
M_{QQ}=\frac{e^{ix}}{R^5}\big[&P\,Q^A{:}Q^D+S\,\mathbf n\cdot Q^AQ^D\mathbf n+T(\mathbf n\cdot Q^A\mathbf n)(\mathbf n\cdot Q^D\mathbf n)\big],\label{qq}\\
S={}&x^2(3-3ix-x^2)+4(-15+15ix+6x^2-ix^3)\notag\\
={}&-60+60ix+27x^2-7ix^3-x^4,\notag\\
T={}&105-105ix-45x^2+10ix^3+x^4 .\notag
\end{align}

\section{Averages over orientation}

Let the two molecules be oriented independently and isotropically, with $\mu^2=\mu_i\mu_i^*$ and $Q^2=Q_{ij}Q_{ij}^*$. Isotropy gives $\langle\mu_i\mu_j^*\rangle=\mu^2\delta_{ij}/3$. For the quadrupole, symmetry allows
\[
\langle Q_{ik}Q_{jl}^*\rangle=a(\delta_{ij}\delta_{kl}+\delta_{il}\delta_{kj})+b\,\delta_{ik}\delta_{jl}.
\]
Zero trace requires $2a+3b=0$. Setting $i=j$, $k=l$ and summing requires $12a+3b=Q^2$. Hence $a=Q^2/10$ and $b=-Q^2/15$.

The mixed average $\langle\mu_iQ_{jk}^*\rangle$ must be proportional to $\epsilon_{ijk}$, which is antisymmetric in $jk$, while $Q$ is symmetric. It vanishes, so the four channels of \eqref{master} add without interference.

\paragraph{Two dipoles.} The squared moduli of the elements of $V$, times $R^6$, are $|1-ix-x^2|^2$ for each of the two transverse directions and $4|1-ix|^2$ along $\mathbf n$. Then
\begin{equation}
\langle|M_{\mu\mu}|^2\rangle=\frac{\mu_A^2\mu_D^2}{9R^6}\left[2(1-x^2+x^4)+4(1+x^2)\right]
=\frac{2\mu_A^2\mu_D^2}{9R^6}(3+x^2+x^4).
\end{equation}

\paragraph{Dipole and quadrupole.} Averaging \eqref{dq} over the dipole leaves $\frac13\mu^2$ times the squared length of $-PQ\mathbf n+B\mathbf n(\mathbf n\cdot Q\mathbf n)$. The component along $\mathbf n$ has coefficient $B-P=9-9ix-3x^2$, the transverse part $-P$. From the tensor average, $\langle|Q\mathbf n|^2\rangle=Q^2/3$ and $\langle|\mathbf n\cdot Q\mathbf n|^2\rangle=2Q^2/15$, so the transverse part has mean square $Q^2/5$. With
\[
|P|^2=36-3x^4+x^6,\qquad|B-P|^2=81+27x^2+9x^4,
\]
\begin{align}
\langle|M_{\mu Q}|^2\rangle&=\frac{\mu^2Q^2}{45R^8}\left[3|P|^2+2|B-P|^2\right]\notag\\
&=\frac{\mu^2Q^2}{R^8}\left(6+\frac{6x^2}5+\frac{x^4}5+\frac{x^6}{15}\right).
\end{align}

\paragraph{Two quadrupoles.} Expand each $Q$ in five orthonormal traceless tensors, labelled by their angular momentum $|m|=0,1,2$ about $\mathbf n$. The axial one is $(3\mathbf n\mathbf n-1)/\sqrt6$. Those with $|m|=1$ are $(\mathbf n\mathbf u+\mathbf u\mathbf n)/\sqrt2$ with unit $\mathbf u\perp\mathbf n$, and those with $|m|=2$ have no component along $\mathbf n$. In this basis \eqref{qq} is diagonal, with coefficients
\begin{align*}
C_0&=P+\tfrac23(S+T)=36-36ix-15x^2+3ix^3,\\
C_1&=P+\tfrac12S=-24+24ix+\tfrac{21}2x^2-\tfrac52ix^3-\tfrac12x^4,\qquad C_2=P .
\end{align*}
Their squared moduli are
\begin{align*}
|C_0|^2&=1296+216x^2+9x^4+9x^6,\\
|C_1|^2&=576+72x^2+\tfrac{57}4x^4-\tfrac{17}4x^6+\tfrac14x^8 .
\end{align*}
Each component of each $Q$ carries one fifth of $Q^2$ on average, so
\begin{align}
\langle|M_{QQ}|^2\rangle&=\frac{Q_A^2Q_D^2}{25R^{10}}\left(|C_0|^2+2|C_1|^2+2|C_2|^2\right)\notag\\
&=\frac{Q_A^2Q_D^2}{R^{10}}\left(\frac{504}5+\frac{72x^2}5+\frac{63x^4}{50}+\frac{x^6}{10}+\frac{x^8}{50}\right).\label{qqav}
\end{align}

\section{Rates and their two limits}

For weak coupling and broadened lines the golden rule gives $w=2\pi J\langle|M|^2\rangle$. Here $J$ is the overlap integral of the normalized donor emission and acceptor absorption line shapes, and $k$ is taken as constant across the lines. For $x\ll1$ the constants in the brackets dominate, and the rates with one and two quadrupoles fall as $R^{-8}$ and $R^{-10}$. For $x\gg1$ the highest powers, $x^6$ and $x^8$, turn both into $R^{-2}$.

The far limit is emission followed by absorption. The golden rule for emission gives
\[
\Gamma=\frac{k^3}{2\pi}\int d\Omega_{\mathbf p}\sum_{\mathbf e}|\mathbf e\cdot(\boldsymbol\mu-iQ\mathbf p)|^2 ,\qquad |\mathbf p|=k .
\]
A dipole contributes $8\pi\mu^2/3$ to the integral, hence $\Gamma_\mu=4k^3\mu^2/3$. For a quadrupole the transverse mean square found above gives $4\pi k^2Q^2/5$, hence $\Gamma_Q=2k^5Q^2/5$. One photon in the box has flux $c/\Omega$, so the absorption cross-section is $4\pi^2kJ|\mathbf e\cdot\mathbf a|^2$. Its average over directions and the two polarizations is $\sigma_Q=4\pi^2k^3JQ^2/10$. Then
\[
\frac{\Gamma_Q\sigma_Q}{4\pi R^2}=\frac{\pi J k^8Q_A^2Q_D^2}{25R^2}=2\pi J\,\frac{k^8Q_A^2Q_D^2}{50R^2},
\]
which is the $x^8$ term of \eqref{qqav}.

\paragraph{Fixed orientations.} The far law $R^{-2}$ holds for the average, but it can fail for a chosen orientation. For two quadrupoles with the same $m$ about $\mathbf n$, $|M|^2\propto|C_m|^2/R^{10}$. Only $C_1$ contains $x^4$. Pairs with $|m|=0$ or $2$ end in $x^3$, so their rate falls as $R^{-4}$. Such quadrupoles do not radiate along $\mathbf n$.

\section{Two hydrogen atoms}

Take nonrelativistic hydrogen with infinitely heavy nuclei. Its 3p and 3d levels are degenerate, so either donor transition to 1s can excite either acceptor transition from 1s, at $\omega=4/9$ hartree. With $c=137.036$, $k=3.2433\times10^{-3}$ bohr$^{-1}$ and $1/k=308.3$ bohr ($16.3$ nm).

The radial integrals are $I_1=\langle3p|r|1s\rangle=0.5167$ and $I_2=\langle3d|r^2|1s\rangle=1.7330$. The angular factor of $z$ between the $m=0$ state and 1s is $1/\sqrt3$, so $\mu^2=I_1^2/3=0.08899$. For 3d, the component of $\mathbf r\mathbf r/r^2$ along the axial tensor is $2P_2(\cos\theta)/\sqrt6$, with $P_2$ the Legendre polynomial. The matrix element of $P_2$ is $1/\sqrt5$. Including the $\frac12$ in $Q$,
\[
Q^2=\frac{I_2^2}4\cdot\frac46\cdot\frac15=\frac{I_2^2}{30}=0.10011 .
\]
Averaging over donor sublevels and summing over acceptor sublevels gives the isotropic average times $N=3$ (3p acceptor) or $N=5$ (3d acceptor). The spectral overlap is a round choice, $J=1000$ per hartree. It corresponds to Lorentzian lines about $3\times10^{-4}$ hartree wide, some $7\times10^4$ times the natural 3p width of $4.6\times10^{-9}$ hartree, so it presumes strong external broadening. With natural widths $J$ would be of order $10^8$, and the 3p--3p coupling at 100 bohr would exceed the width about fortyfold, so the golden rule would not apply there. The absolute rates below are therefore not those of free atoms.

At $R=1000$ bohr, $x=3.2433$ and the bracket in \eqref{qqav} is
\[
100.80+151.47+139.41+116.38+244.85=752.9 ,
\]
\[
w_{QQ}=2\pi(1000)(5)(0.10011)^2\,\frac{752.9}{10^{30}}=2.37\times10^{-25}\ \text{a.u.}
\]
The rates in atomic units follow, with the local power of $1/R$ in parentheses. The middle column is for a 3p donor and a 3d acceptor.

\begin{center}
\begin{tabular}{rlll}
$R$/bohr & $w_{\mu\mu}$ & $w_{\mu Q}$ & $w_{QQ}$\\
100 & $1.03\times10^{-10}$ (5.92) & $1.72\times10^{-13}$ (7.96) & $3.22\times10^{-16}$ (9.97)\\
1000 & $4.12\times10^{-15}$ (2.27) & $3.31\times10^{-20}$ (3.10) & $2.37\times10^{-25}$ (5.33)\\
10000 & $3.67\times10^{-17}$ (2.00) & $2.18\times10^{-22}$ (2.01) & $7.75\times10^{-28}$ (2.01)
\end{tabular}
\end{center}

At 100 bohr the three rates are $4.27\times10^6$, $7.09\times10^3$ and $13.3$ s$^{-1}$.

At 1000 bohr the dipole pair is almost in its far zone, while the quadrupole pair is still in transition. The static and far laws of each channel cross at $x^4=3$, $x^6=90$ and $x^8=5040$, that is at $406$, $653$ and $895$ bohr. From channel to channel the static coefficient grows ($2/3$, $6$, $504/5$) while the radiative one shrinks ($2/9$, $1/15$, $1/50$). Their ratio, $3$, $90$, $5040$, rises fast enough that its 4th, 6th and 8th roots still increase: $x=1.32$, $2.12$, $2.90$.

Replacing a dipole acceptor by a quadrupole changes the static rate by
\[
\frac53\cdot\frac{6}{2/3}\cdot\frac{Q^2}{\mu^2R^2}=\frac{15Q^2}{\mu^2R^2},
\]
or $1.7\times10^{-3}$ at 100 bohr. Far away the factor is
\[
\frac53\cdot\frac{1/15}{2/9}\cdot\frac{k^2Q^2}{\mu^2}=\frac{k^2Q^2}{2\mu^2}=5.9\times10^{-6},
\]
independent of $R$. The small parameter has changed from (size$/R$)$^2$ to (size$\times k$)$^2$. The remaining values are in the numerical output.

\section{What is left out}

The example omits fine structure, Stark mixing of the $n=3$ levels and exchange of more than one photon. The entries are therefore single-exchange contributions and not total transfer rates. The omitted terms can exceed the last digit shown: in a static estimate, the second-order dipole--dipole amplitude, which falls as $R^{-6}$, lowers $w_{QQ}$ at 100 bohr by about 5\%. The other effects are not estimated here.

For a general molecule, \eqref{qqav} is the quadrupole--quadrupole channel, not the whole $R^{-10}$ rate. A dipole and an octupole also couple through two gradients of $V_{ij}$. Transition magnetic dipoles, assumed to vanish here, would add further terms. Their near-zone rates fall as $R^{-4}$ with an electric dipole partner, and as $R^{-6}$ with a magnetic dipole or quadrupole partner. In chiral molecules, where the electric and magnetic transition dipoles have a parallel component, these terms interfere with the electric dipole ones even after the orientation average. The multipole expansion itself requires a transition density small compared with both $R$ and $1/k$. When the charge clouds overlap, exchange and penetration enter and \eqref{master} no longer describes the coupling.

\section*{Numbers as computed}
\begin{verbatim}
transition energy: 0.444444 hartree
speed of light: 137.0360 a.u.
wavenumber k: 3.243268e-03 1/bohr
1/k: 308.33 bohr = 16.316 nm
wavelength: 1937.3 bohr
radial integral 1s-3p of r: 0.516689 bohr
radial integral 1s-3d of r^2: 1.733028 bohr^2
mu^2, one 3p sublevel: 0.088989 a.u.
Q^2, one 3d sublevel: 0.100113 a.u.
dipole emission rate 3p-1s: 4.0479e-09 a.u.
quadrupole emission rate 3d-1s: 1.4370e-14 a.u.
spectral overlap J (chosen): 1000 1/hartree
acceptor sublevels: 3 5 5
columns below: dip-dip, dip-quad, quad-quad
R = 100 bohr, x = 0.3243
  rate (a.u.): 1.0337e-10 1.7153e-13 3.2220e-16
  local power of 1/R: 5.918 7.957 9.970
  rate / static rate: 1.0388e+00 1.0214e+00 1.0152e+00
R = 300 bohr, x = 0.9730
  rate (a.u.): 2.2037e-13 3.1447e-17 6.1675e-21
  local power of 1/R: 4.869 7.548 9.720
  rate / static rate: 1.6143e+00 1.2286e+00 1.1474e+00
R = 1000 bohr, x = 3.2433
  rate (a.u.): 4.1187e-15 3.3122e-20 2.3707e-25
  local power of 1/R: 2.266 3.105 5.328
  rate / static rate: 4.1388e+01 1.9724e+01 7.4694e+00
R = 3000 bohr, x = 9.7298
  rate (a.u.): 4.1225e-16 2.4945e-21 9.0865e-27
  local power of 1/R: 2.022 2.070 2.131
  rate / static rate: 3.0200e+03 9.7459e+03 1.6905e+04
R = 10000 bohr, x = 32.4327
  rate (a.u.): 3.6737e-17 2.1778e-22 7.7465e-28
  local power of 1/R: 2.002 2.006 2.010
  rate / static rate: 3.6917e+05 1.2969e+07 2.4407e+08
R = 30000 bohr, x = 97.2980
  rate (a.u.): 4.0785e-18 2.4137e-23 8.5706e-29
  local power of 1/R: 2.000 2.001 2.001
  rate / static rate: 2.9877e+07 9.4302e+09 1.5945e+12
rates at 100 bohr (1/s): 4.273e+06 7.091e+03 1.332e+01
rates at 10000 bohr (1/s): 1.519e+00 9.004e-06 3.203e-11
brackets at 1000 bohr: 27.5919 118.3415 752.9137
crossover x: 1.3161 2.1169 2.9027
crossover R (bohr): 405.8 652.7 895.0
far power of 1/R, quad-quad, |m| = 0, 1, 2: 4.000 2.000 4.000
\end{verbatim}
